# Bulk modulus and cohesive energy density of a cubic Mie crystal

Many molecular solids are held together by weak forces that can be modelled by a pair potential with a steep repulsion and a longer-ranged attraction. Such a model fixes both the energy needed to take the crystal apart and the pressure needed to compress it. This problem finds how the two are related.

Consider identical molecules, each treated as one spherical site. Two of them at distance $r$ have the Mie energy

$$u(r)=K\varepsilon\left[\left(\frac{\sigma}{r}\right)^n-\left(\frac{\sigma}{r}\right)^m\right],\qquad n>m>3 .$$

Here $\varepsilon$ is an energy, $\sigma$ a length and $K$ a positive number. The molecules occupy a cubic lattice whose sites are all equivalent and fixed by symmetry. The crystal is static, meaning that zero-point and thermal motion are left out, and the external pressure is zero.

### (a) The pair potential

**Find the $K$ that makes $\varepsilon$ the depth of the well.**

At the minimum $r_0$ the derivative vanishes:

$$-\frac{K\varepsilon}{r_0}\left[n\left(\frac{\sigma}{r_0}\right)^n-m\left(\frac{\sigma}{r_0}\right)^m\right]=0
\quad\Rightarrow\quad
\left(\frac{\sigma}{r_0}\right)^{n-m}=\frac mn .$$

Factor $(\sigma/r_0)^m=(m/n)^{m/(n-m)}$ out of the energy:

$$u(r_0)=K\varepsilon\left(\frac mn\right)^{m/(n-m)}\left(\frac mn-1\right)
=-K\varepsilon\,\frac{n-m}{n}\left(\frac mn\right)^{m/(n-m)} .$$

Setting this equal to $-\varepsilon$ gives

$$K=\frac{n}{n-m}\left(\frac nm\right)^{m/(n-m)} .$$

For the Lennard-Jones case, $n=12$ and $m=6$, this is $K=2\times2=4$.

### (b) The energy of the crystal

**Write the energy per molecule as a function of the nearest-neighbour distance $d$. Why is $m>3$ required?**

Under a uniform change of scale every distance from a chosen molecule is $r_j=d\rho_j$, where the numbers $\rho_j$ depend on the lattice type but not on $d$. Each pair energy belongs to two molecules, so half is assigned to each:

$$U(d)=\frac12\sum_j u(d\rho_j)
=\frac{K\varepsilon}{2}\left[S_n\left(\frac{\sigma}{d}\right)^n-S_m\left(\frac{\sigma}{d}\right)^m\right],
\qquad S_p=\sum_j\rho_j^{-p}.$$

Far from the chosen molecule, the number of neighbours between $\rho$ and $\rho+d\rho$ grows on average as $\rho^2d\rho$. The distant part of $S_p$ therefore behaves as $\int^\infty\rho^{2-p}d\rho$, which converges for $p>3$. Since $n>m$, the condition $m>3$ secures both sums.

It is convenient to name the two positive terms:

$$R=\frac{K\varepsilon}{2}S_n\left(\frac{\sigma}{d}\right)^n,\qquad
A=\frac{K\varepsilon}{2}S_m\left(\frac{\sigma}{d}\right)^m,\qquad U=R-A .$$

### (c) Equilibrium and cohesion

**Find the equilibrium condition and the cohesive energy per molecule, $E_{\rm coh}=-U(d_0)$. Evaluate both for Lennard-Jones molecules.**

A power $d^{-p}$ obeys $d\,(d^{-p})'=-p\,d^{-p}$, where a prime means a derivative with respect to $d$. Hence

$$d\,U'=-nR+mA .$$

At zero pressure $U'(d_0)=0$, so

$$nR=mA .$$

From here on $R$ and $A$ are taken at $d_0$. Substituting $R=mA/n$,

$$E_{\rm coh}=A-R=A\left(1-\frac mn\right)=\frac{n-m}{n}A .$$

This is the energy needed to separate the crystal into molecules at rest. Attraction supplies $A$, and repulsion takes back the fraction $m/n$ of it.

For $n=12$, $m=6$, the condition $12R=6A$ reads

$$2S_{12}\left(\frac{\sigma}{d_0}\right)^{12}=S_6\left(\frac{\sigma}{d_0}\right)^6
\quad\Rightarrow\quad d_0=\sigma\left(\frac{2S_{12}}{S_6}\right)^{1/6}.$$

Then $E_{\rm coh}=A/2$, and with $K=4$

$$E_{\rm coh}=\frac12\,(2\varepsilon)\,S_6\,\frac{S_6}{2S_{12}}=\frac{\varepsilon S_6^2}{2S_{12}} .$$

### (d) From pressure to curvature

**Express the bulk modulus $B=-V\,dP/dV$ through $U''(d_0)$, with $V$ the volume per molecule. Where does cubic symmetry enter?**

A small pressure is the same in all directions, so the strain it causes in a stable crystal must share the symmetry of the cube. Half-turns about the cube axes reverse the signs of off-diagonal strains, which must therefore vanish. Threefold rotations about a body diagonal exchange the three axes, so the diagonal strains are equal. The response is a uniform dilation. Because symmetry fixes the sites, no molecule shifts within the cell, and the $\rho_j$ stay constant.

For a static crystal $P=-dU/dV$, hence

$$B=V\frac{d^2U}{dV^2} .$$

Let $V=c\,d^3$ with constant $c$. Then $\ln V=\ln c+3\ln d$, so

$$V\frac{d}{dV}=\frac{d}{d\ln V}=\frac13\frac{d}{d\ln d} .$$

Applying this operator twice gives

$$V^2\frac{d^2U}{dV^2}+V\frac{dU}{dV}
=\frac19\left(d^2U''+d\,U'\right).$$

At equilibrium both first derivatives vanish. Dividing by $V_0=c\,d_0^3$,

$$B=\frac{d_0^2U''(d_0)}{9V_0}.$$

The 9 is the square of the 3 that relates relative changes of volume and length.

### (e) The relation

**Find $B$ in terms of the cohesive energy density $E_{\rm coh}/V_0$, and interpret the result.**

Differentiating each power twice,

$$d_0^2U''=n(n+1)R-m(m+1)A .$$

Insert $nR=mA$ in the first term:

$$d_0^2U''=(n+1)mA-m(m+1)A=m(n-m)A .$$

From part (c), $(n-m)A=nE_{\rm coh}$. Therefore $d_0^2U''=nm\,E_{\rm coh}$, and

$$\boxed{B=\frac{nm}{9}\,\frac{E_{\rm coh}}{V_0}}$$

For Lennard-Jones molecules $nm/9=72/9=8$:

$$\boxed{B=8\,\frac{E_{\rm coh}}{V_0}}$$

Energy per volume has the unit of pressure, so the ratio is a pure number. The lattice sums, $\varepsilon$ and $\sigma$ have dropped out of it, although they still determine $E_{\rm coh}$ and $V_0$ separately.

The factor 8 is a difference of two larger contributions. Since $R\propto V^{-n/3}$ and $A\propto V^{-m/3}$ as the volume changes, $B=V\,d^2U/dV^2$ receives $n(n+3)R/9V_0$ from repulsion and loses $m(m+3)A/9V_0$ to attraction. For Lennard-Jones molecules $R=E_{\rm coh}$ and $A=2E_{\rm coh}$, so these are 20 and 12 times the cohesive energy density. At fixed $m$ and fixed cohesive energy density, $B$ grows in proportion to $n$: a harder repulsion makes a stiffer crystal. A measured ratio could at best determine the product $nm$, not the two exponents.

As a test, explicit pair sums were minimized and differentiated numerically for simple cubic, body-centred cubic, face-centred cubic (fcc) and diamond lattices. All four gave $BV_0/E_{\rm coh}=8.00000$ for the exponents 12-6 and 6.00000 for 9-6. The pairs 14-7 and 10-5 gave 10.88889 and 5.55556, again equal to $nm/9$.

The relation concerns uniform dilation alone. A positive $B$ does not show that a lattice resists shear, so it does not show that the lattice is stable.

### (f) Molecules that keep their size

**Suppose that a rigid core of length $l$ separates the interacting surfaces, so that neighbours with centres $D$ apart have energy $u(D-l)$. Keep $z$ nearest neighbours only. How does the ratio change?**

Now $U(D)=(z/2)\,u(D-l)$. The minimum lies at $D_0=r_0+l$, where $u(r_0)=-\varepsilon$, so $E_{\rm coh}=z\varepsilon/2$. The algebra of part (e), applied to one pair, gives $r_0^2u''(r_0)=nm\,\varepsilon$. The volume scales with the distance between centres, so

$$B=\frac{D_0^2U''(D_0)}{9V_0}
=\frac{1}{9V_0}\,\frac z2\,\frac{D_0^2}{r_0^2}\,nm\,\varepsilon
=\frac{nm}{9}\left(1+\frac{l}{r_0}\right)^2\frac{E_{\rm coh}}{V_0}.$$

The core does not shrink, so the gap between surfaces takes up the whole compression. Its relative change exceeds that of the lattice constant, and the crystal is stiffer for its cohesion. At $l=0$ the earlier result returns.

A more molecular case is a cubic crystal of rigid two-site molecules, with four per cell on fcc sites in the Pa$\bar3$ arrangement: the molecules at $(0,0,0)$, $(0,\tfrac12,\tfrac12)$, $(\tfrac12,0,\tfrac12)$ and $(\tfrac12,\tfrac12,0)$ point along $[111]$, $[\bar11\bar1]$, $[\bar1\bar11]$ and $[1\bar1\bar1]$. The ratio depends on which diagonal belongs to which site. With 12-6 forces between sites and a fixed bond of $0.5\sigma$, the numerical ratio is 9.558 instead of 8. If the bond were scaled along with the lattice, all distances would scale together and the derivation would give 8. The fixed bond is thus what breaks the relation here.

The same requirement excludes liquids from the proof. Their molecules rearrange when the volume changes, so there is no fixed set of $\rho_j$.

### (g) A crystal in the regime of methane

**Take an fcc Lennard-Jones crystal with $\varepsilon=13$ meV and $\sigma=0.370$ nm. Find its lattice constant, cohesive energy and bulk modulus.**

These are rough values for methane, a carbon precursor in vapour deposition. Its molecule is nearly spherical.

The fcc sums are $S_{12}=12.13188$ and $S_6=14.45392$. Sites beyond a summation radius are included through an integral over a uniform density of sites. Raising this radius from $8a$ to $12a$, where $a$ is the cubic lattice constant, moves $S_6$ by $-8.5\times10^{-6}$. The distance is

$$d_0=0.370\ {\rm nm}\left(\frac{2\times12.13188}{14.45392}\right)^{1/6}=0.4034\ {\rm nm}.$$

Nearest neighbours in fcc are half a face diagonal apart, so $a=\sqrt2\,d_0=0.5704$ nm. Four molecules share the cube:

$$V_0=\frac{a^3}{4}=\frac{d_0^3}{\sqrt2}=0.04641\ {\rm nm^3}.$$

The cohesive energy is

$$E_{\rm coh}=13\ {\rm meV}\times\frac{14.45392^2}{2\times12.13188}
=13\ {\rm meV}\times8.610=0.1119\ {\rm eV}.$$

The cohesive energy density is $0.1119/0.04641=2.41$ eV/nm³, or 0.386 GPa. Multiplication by 8 gives

$$B=3.09\ {\rm GPa}.$$

Numerical differentiation of the energy gives the same modulus.

The argument about dilation can also be tested by straining the cube axes separately. Let $C_{11}$ give the stress along an axis per strain along it, and $C_{12}$ the stress along it per strain along another axis. For equal strains $e$ the stress is $-P=(C_{11}+2C_{12})e$, while $\Delta V/V=3e$, so $B=(C_{11}+2C_{12})/3$. With pair sums cut at $3a$, the strained energies give $C_{11}=4.273$ GPa and $C_{12}=2.440$ GPa, hence $B=3.051$ GPa. Eight times the cohesive energy density, with the same cut, is also 3.051 GPa. Both lie 1.3 % below 3.09 GPa because the cut omits distant attraction.

### (h) What the static pair model leaves out

**Estimate the effects of zero-point motion, of a temperature of 30 K, and of three-body forces on this crystal.**

*Motion.* Let $\mathbf w_j$ be small displacements from the lattice sites, and $M$ the molecular mass. Expanding the pair energies to second order gives the force on molecule 0,

$$M\ddot{\mathbf w}_0=-\sum_j H_j(\mathbf w_0-\mathbf w_j),\qquad
H_j=u''\,\hat r_j\hat r_j^T+\frac{u'}{r_j}\left(1-\hat r_j\hat r_j^T\right),$$

where primes on $u$ are derivatives with respect to $r$, taken at $r_j$. For a wave $\mathbf w_j=\mathbf w\,e^{i(\mathbf k\cdot\mathbf r_j-\omega t)}$, neighbours at $\pm\mathbf r_j$ combine to give a cosine:

$$M\omega^2\mathbf w=\sum_j H_j\left(1-\cos\mathbf k\cdot\mathbf r_j\right)\mathbf w .$$

This yields three frequencies for each $\mathbf k$. An oscillator with levels $\hbar\omega(\nu+\tfrac12)$ has partition function $e^{-\hbar\omega/2k_BT}/(1-e^{-\hbar\omega/k_BT})$. Taking $-k_BT$ times its logarithm, and averaging over $\mathbf k$, gives the free energy per molecule:

$$F(V,T)=U(V)+\left\langle\sum_{s=1}^3\left[\frac{\hbar\omega_s}{2}+k_BT\ln\left(1-e^{-\hbar\omega_s/k_BT}\right)\right]\right\rangle_{\mathbf k}.$$

In this quasi-harmonic approximation the frequencies depend on volume, but collisions between waves are neglected. The equilibrium volume minimizes $F$, and the isothermal modulus is $V\,\partial^2F/\partial V^2$.

For $M=16$ u the zero-point energy is 12.0 meV per molecule. It expands the lattice to $a=0.5797$ nm, reduces $E_{\rm coh}$ to 0.0990 eV and lowers $B$ by 20.5 % to 2.46 GPa. The ratio $BV/E_{\rm coh}$ becomes 7.54.

The effect of the expansion can be separated out. With $x=V/V_0$, the static energy is $U=E_{\rm coh}(x^{-4}-2x^{-2})$, where $E_{\rm coh}$ is the static value. Its contribution to the modulus is

$$V\frac{d^2U}{dV^2}=\frac{E_{\rm coh}}{V_0}\left(20x^{-5}-12x^{-3}\right).$$

Here $x=(0.5797/0.5704)^3\approx1.049$, which gives about 2.06 GPa. Expansion thus softens the static part by about a third, and the curvature of the vibrational energy restores about 0.4 GPa.

At 30 K, with zero-point motion included, $a=0.5808$ nm and $B=2.27$ GPa, 26.6 % below the static value. Refining the wavevector mesh from 6 to 8 points per direction and extending the force range from $2a$ to $3a$ moves this modulus by less than 0.001 GPa.

*Three-body forces.* The leading three-body dispersion energy is the triple-dipole term. For a triangle with sides $r_1,r_2,r_3$ and angles $\alpha_1,\alpha_2,\alpha_3$ it is

$$u_3=C_9\,\frac{1+3\cos\alpha_1\cos\alpha_2\cos\alpha_3}{(r_1r_2r_3)^3}.$$

Assigning a third of each triangle to each corner gives an energy per molecule $T_3=W C_9/d^9$, with $W=19.11$ for fcc when the sum is cut at $4a$, the value used below. The sum converges slowly: it is 0.10 smaller at $3a$, and longer ranges approach $W\approx19.18$, which would lower the modulus found below by about 0.002 GPa. The strength is estimated from a model with one excitation energy $\Delta$ and polarizability volume $\alpha$, for which $C_6=\tfrac34\Delta\alpha^2$ and $C_9=\tfrac9{16}\Delta\alpha^3$. Hence $C_9=\tfrac34\alpha C_6$. With a rough $\alpha=0.0026$ nm³ and $C_6=4\varepsilon\sigma^6$, this is $2.6\times10^{-7}$ eV nm⁹. For methane this is a high estimate: the Lennard-Jones coefficient $4\varepsilon\sigma^6$ is an effective one that stands in for all the attraction, and it is nearly twice the true dispersion coefficient of the molecule.

The shift of the ratio follows by hand. In terms of volume, $R\propto V^{-4}$, $A\propto V^{-2}$ and $T_3\propto V^{-3}$. With $U=R-A+T_3$, zero pressure requires

$$-4R+2A-3T_3=0\quad\Rightarrow\quad A=2R+\tfrac32T_3 .$$

Then $E_{\rm coh}=A-R-T_3=R+\tfrac12T_3$, and

$$V^2\frac{d^2U}{dV^2}=20R-6A+12T_3=8R+3T_3=8E_{\rm coh}-T_3 .$$

Therefore

$$\frac{BV}{E_{\rm coh}}=8-\frac{T_3}{E_{\rm coh}} .$$

Since $T_3$ is positive here, the ratio falls below 8. Numerically it is 7.85, with $E_{\rm coh}=0.0958$ eV and $B=2.45$ GPa, 20.9 % below the static pair value. Halving $C_9$, which is closer to the real molecule, roughly halves these shifts: the modulus then falls by about 11 % and the ratio is about 7.92. The modulus changes much more than the ratio, because cohesion and stiffness fall together.

*Comparison with methane.* Solid methane has an fcc phase with rotating molecules above roughly 20 K at low pressure, and its lattice constant is roughly 0.59 nm. The model's 0.581 nm at 30 K is of the right size. The static assumption fails noticeably for so light a molecule: in the quasi-harmonic approximation, whose own error is not estimated here, it overstates the 30 K modulus by $3.09/2.27-1\approx36$ %. Three-body forces act in the same direction, but their shift should not simply be added. The two effects were calculated separately, and an effective $C_6$ fitted to data may already contain part of the three-body energy. Molecular shape is also left out. The value 3.09 GPa is therefore a static model result, not a prediction of the measured modulus. The numerical output lists the values behind these estimates.

## Calculated quantities

```
Ratio B V0/E_coh from explicit sums, dimensionless
  n=12, m=6: sc 8.00000, bcc 8.00000, fcc 8.00000, diamond 8.00000; nm/9 = 8.00000
  n=9, m=6: sc 6.00000, bcc 6.00000, fcc 6.00000, diamond 6.00000; nm/9 = 6.00000
  n=14, m=7: sc 10.88889, bcc 10.88889, fcc 10.88889, diamond 10.88889; nm/9 = 10.88889
  n=10, m=5: sc 5.55556, bcc 5.55556, fcc 5.55556, diamond 5.55556; nm/9 = 5.55556
  largest relative deviation: 8.5e-08
Rigid two-site 12-6 molecules, bond 0.5 sigma: B V0/E_coh = 9.558
Inputs: eps = 13.0 meV, sigma = 0.370 nm
  mass = 16.0 u, temperature = 30.0 K
  polarizability volume = 0.0026 nm^3
Lattice sums: S12 = 12.13188, S6 = 14.45392
  S6 shift, cutoff 8a to 12a: -8.5e-06
Nearest distance d0 = 0.40336 nm; a = 0.57044 nm
Volume per molecule V0 = 0.046406 nm^3
E_coh = 0.111933 eV per molecule; E_coh/eps = 8.6102
Cohesive energy density = 2.41202 eV/nm^3 = 0.38645 GPa
B from eightfold rule = 3.09158 GPa
B from numerical curvature = 3.09158 GPa
Strain test, sums cut at 3a: C11 = 4.2729 GPa, C12 = 2.4397 GPa
  (C11+2C12)/3 = 3.0508 GPa; 8 E_coh/V0 = 3.0507 GPa
Zero-point energy = 0.01200 eV per molecule
With zero-point motion: a = 0.57967 nm, E_coh = 0.09898 eV
  B = 2.4565 GPa, change -20.5 %, B V/E_coh = 7.543
At 30 K: a = 0.58080 nm, isothermal B = 2.2703 GPa
  change from static B: -26.6 %
  B shift, mesh 6 to 8 and range 2a to 3a: -0.00074 GPa
Triple-dipole lattice sum = 19.1137, shift 3a to 4a: 0.0967
C9 estimate = 2.602e-07 eV nm^9
With triple-dipole energy: E_coh = 0.09581 eV, B = 2.4468 GPa
  change from static B: -20.9 %, B V/E_coh = 7.846
```
